# Weak dynamical Coulomb blockade and the partition factor T(1−T): a program that tests the result

```python
"""
Result under test: weak dynamical Coulomb blockade of a coherent conductor,
  dG(V) = -(2/R_K^2) * sum_n T_n(1-T_n) * integral_{eV/hbar}^inf Re Z(w)/w dw,
at zero temperature and first order in Z/R_K.
T_n: transmissions (spin counted in n); R_K = h/e^2; V: conductor voltage;
Z: impedance of environment, capacitance and conductor conductance in parallel.
For a resistance R and capacitance C: tau = R C, u = e V tau/hbar,
theta = k_B Temperature tau/hbar, and x = w tau.
"""
from functools import reduce
import numpy as np
from scipy import sparse
from scipy.constants import e, h, hbar, k as k_B
from scipy.integrate import quad

R_K = h / e**2


# ---------- exact many-body model: time bins, fermions, quantum oscillator ----
def creation(mode, total):
    """Jordan-Wigner creation operator."""
    z = sparse.csr_matrix(np.diag([1.0, -1.0]))
    up = sparse.csr_matrix(np.array([[0.0, 0.0], [1.0, 0.0]]))
    one = sparse.identity(2, format="csr")
    factors = [z] * mode + [up] + [one] * (total - mode - 1)
    return reduce(lambda a, b: sparse.kron(a, b, format="csr"), factors)


def orbitals(bins, filled):
    """Filled plane waves on the time bins of one lead."""
    t = np.arange(bins)
    return [np.exp(-2j * np.pi * (m + 0.5) * t / bins) / np.sqrt(bins)
            for m in range(filled)]


def initial_state(channels, bins, filled):
    total = 2 * channels * bins
    state = np.zeros(2**total, complex)
    state[0] = 1.0
    for c in range(channels):
        for side in (0, 1):
            ops = [creation(2 * (t * channels + c) + side, total)
                   for t in range(bins)]
            for orb in orbitals(bins, filled):
                state = sum(orb[t] * (ops[t] @ state) for t in range(bins))
    return state


def transferred(trans, bins, state, coupling, omega, bias, levels=5):
    """Mean charge (units of e) passing left to right in each time step."""
    channels = len(trans)
    pairs = channels * bins
    psi = np.zeros((levels,) + (4,) * pairs, complex)
    psi[0] = state.reshape((4,) * pairs)
    ladder = np.diag(np.sqrt(np.arange(1, levels)), 1)
    pos, vec = np.linalg.eigh(ladder + ladder.T)
    free = np.exp(-1j * omega * np.arange(levels))
    charge = np.zeros(bins)

    def left_number(array):
        prob = (np.abs(array)**2).sum(axis=0).reshape(4, -1).sum(axis=1)
        return prob[2] + prob[3]

    for t in range(bins):
        psi = np.tensordot(vec.T, psi, axes=(1, 0))
        phase = bias * t + coupling * pos
        for c, tr in enumerate(trans):
            gate = np.zeros((levels, 4, 4), complex)
            gate[:, 0, 0] = gate[:, 3, 3] = 1.0
            gate[:, 1, 1] = gate[:, 2, 2] = np.sqrt(1 - tr)
            gate[:, 2, 1] = 1j * np.sqrt(tr) * np.exp(1j * phase)
            gate[:, 1, 2] = 1j * np.sqrt(tr) * np.exp(-1j * phase)
            axis = t * channels + c + 1
            old = np.moveaxis(psi, axis, 1)
            new = np.einsum("kab,kb...->ka...", gate, old)
            charge[t] += left_number(old) - left_number(new)
            psi = np.moveaxis(new, 1, axis)
        psi = np.tensordot(vec, psi, axes=(1, 0))
        psi = psi * free.reshape((levels,) + (1,) * pairs)
    return charge


def backaction(trans, bins, filled, omega, bias):
    """Derived charge correction divided by the squared coupling."""
    orbs = np.array(orbitals(bins, filled))
    corr2 = np.abs(orbs.conj().T @ orbs)**2
    weight = sum(tr * (1 - tr) for tr in trans)
    return np.array([-4 * weight * sum(
        corr2[t, s] * np.sin(omega * (t - s)) * np.sin(bias * (t - s))
        for s in range(t)) for t in range(bins)])


print("Exact many-body model: charge correction / coupling^2 (units of e)")
cases = [((0.5,), 5, 2), ((0.2,), 5, 2), ((0.2, 0.7), 3, 1),
         ((1.0, 0.5), 3, 1), ((1.0, 1.0), 3, 1)]
lam, omega0, bias0 = 0.003, 0.9, 0.7
for trans, bins, filled in cases:
    start = initial_state(len(trans), bins, filled)
    assert abs(np.vdot(start, start).real - 1) < 1e-12
    bare = transferred(trans, bins, start, 0.0, omega0, bias0)
    full = transferred(trans, bins, start, lam, omega0, bias0)
    exact = (full - bare) / lam**2
    derived = backaction(trans, bins, filled, omega0, bias0)
    assert np.max(np.abs(exact - derived)) < 1e-5
    if min(trans) < 1:
        assert abs(derived.sum()) > 1e-2
    print(f"  T={trans}: exact {exact.sum():.6f}, derived {derived.sum():.6f}")


# ---------- classical phase: density shift and absence of rectification -------
def drive(t):
    return 2 * t + 1.3 * np.sin(t) + 0.4 * np.cos(2 * t)


def drive_rate(t):
    return 2 + 1.3 * np.cos(t) - 0.8 * np.sin(2 * t)


split = 1e-3
for t in (0.3, 1.7, 4.0):
    turn = np.exp(1j * (drive(t + split / 2) - drive(t - split / 2)))
    density = ((turn - 1) / (2j * np.pi * split)).real
    assert abs(density - drive_rate(t) / (2 * np.pi)) < 1e-5

times = 2 * np.pi * np.arange(256) / 256
side = np.abs(np.fft.fft(np.exp(-1j * drive(times))) / 256)**2
orders = -np.fft.fftfreq(256, 1 / 256)
energy = np.linspace(-80, 80, 16001)


def fermi(en):
    return 0.5 * (1 - np.tanh(en / 2))


shift = sum(p * np.sum(fermi(energy - m) - fermi(energy))
            * (energy[1] - energy[0])
            for p, m in zip(side, orders) if p > 1e-14)
assert abs(shift - 2.0) < 1e-6
print(f"Driven lead: dc energy shift {shift:.6f}, mean phase rate 2 (drive units)")

# ---------- noise: energy-resolved scattering integral against time kernel ----
for tr in (0.1, 0.6, 1.0):
    for volt in (0.5, 8.0):
        f_l, f_r = fermi(energy - volt), fermi(energy)
        direct = np.sum(tr * (f_l * (1 - f_l) + f_r * (1 - f_r))
                        + tr * (1 - tr) * (f_l - f_r)**2)
        direct *= energy[1] - energy[0]
        kernel = 2 * tr**2 + tr * (1 - tr) * volt / np.tanh(volt / 2)
        assert abs(direct - kernel) < 1e-7


# ---------- conductance integrals ---------------------------------------------
def time_zero(u):
    """Zero-temperature time integral for a resistance and capacitance."""
    def fun(s):
        return 1.0 if s == 0 else -np.expm1(-s) / s
    return 2 * quad(fun, 0, np.inf, weight="cos", wvar=u,
                    epsabs=1e-9, limlst=200)[0]


def time_thermal(u, theta):
    a = np.pi * theta

    def fun(s):
        return -2 * s * np.expm1(-s) * np.cos(u * s) * (a / np.sinh(a * s))**2
    edges = np.concatenate(([0.0, 5.0], np.linspace(5, 30 / a, 31)[1:]))
    return sum(quad(fun, lo, hi, epsabs=1e-11, limit=200)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


def step(x, theta):
    y = x / (2 * theta)
    if abs(y) < 1e-2:
        return 2 * y / 3 - 4 * y**3 / 45
    y = np.clip(y, -300, 300)
    return 1 / np.tanh(y) - y / np.sinh(y)**2


def freq_thermal(u, theta):
    def fun(x):
        return (step(x + u, theta) + step(x - u, theta)) / (x * (1 + x * x))
    edges = sorted({0.0, theta, u + theta, u + 10 * theta, 1.0, 10.0})
    total = sum(quad(fun, lo, hi, epsabs=1e-10, limit=300)[0]
                for lo, hi in zip(edges[:-1], edges[1:]))
    return total + quad(fun, edges[-1], np.inf, epsabs=1e-10)[0]


def golden_rule_loss(ratio, u):
    """Tunnel junction: lost conductance fraction, all photon numbers."""
    below, size = 40, 2**16
    dx = u / (below + 0.5)
    x = dx * np.arange(1, size)
    rate = np.concatenate(([0.0], 2 * ratio * dx / (x * (1 + x * x))))
    prob = np.fft.ifft(np.exp(np.fft.fft(rate) - rate.sum())).real
    return 1 - prob[:below + 1].sum()


# ---------- worked example ----------------------------------------------------
channel_T = np.array([0.95, 0.60, 0.15])
R_env, C, V, temp = 500.0, 1e-15, 100e-6, 0.1
sum_T = 2 * channel_T.sum()
partition = 2 * channel_T * (1 - channel_T)
G = sum_T / R_K
fano = partition.sum() / sum_T
R = 1 / (1 / R_env + G)
tau = R * C
u = e * V * tau / hbar
theta = k_B * temp * tau / hbar
ratio = R / R_K
log_term = np.log(1 + 1 / u**2)

numeric = time_zero(u)
assert abs(numeric - log_term) < 1e-6
th_bias, th_zero = time_thermal(u, theta), time_thermal(0.0, theta)
fr_bias, fr_zero = freq_thermal(u, theta), freq_thermal(0.0, theta)
assert abs(th_bias - fr_bias) < 1e-5
assert abs(th_zero - fr_zero) < 1e-5
assert abs(time_thermal(u, u / 100) - log_term) < 1e-2
weak = golden_rule_loss(1e-3, u)
assert abs(weak / (1e-3 * log_term) - 1) < 0.01
all_orders = golden_rule_loss(ratio, u)

dG = -ratio / R_K * partition.sum() * log_term
print(f"R_K = {R_K:.3f} ohm")
print(f"Inputs: R_env = {R_env:.0f} ohm, C = {C*1e15:.1f} fF, "
      f"V = {V*1e6:.0f} uV, temperature = {temp:.1f} K")
print(f"Sum of T, both spins = {sum_T:.4f}")
print(f"Sum of T(1-T), both spins = {partition.sum():.4f}")
print(f"Fano factor = {fano:.5f}")
print(f"G without blockade = {G*1e6:.3f} uS")
print(f"Loaded resistance R = {R:.3f} ohm")
print(f"R/R_K = {ratio:.6f}")
print(f"tau = {tau*1e12:.5f} ps")
print(f"hbar/tau = {hbar/tau/e*1e3:.4f} meV")
print(f"u = eV tau/hbar = {u:.6f}")
print(f"Logarithm: closed form {log_term:.6f}, time integral {numeric:.6f}")
for tr, part in zip(channel_T, partition):
    print(f"  channel T={tr:.2f}, both spins: dG = "
          f"{-ratio/R_K*part*log_term*1e6:.4f} uS")
print(f"Total dG at zero temperature = {dG*1e6:.4f} uS")
print(f"Relative change dG/G = {100*dG/G:.4f} percent")
print(f"At {temp} K and bias V: integral by time {th_bias:.6f}, "
      f"by frequency {fr_bias:.6f}")
print(f"  dG/G = {-100*fano*ratio*th_bias:.4f} percent")
print(f"At {temp} K and zero bias: integral by time {th_zero:.6f}, "
      f"by frequency {fr_zero:.6f}")
print(f"  dG/G = {-100*fano*ratio*th_zero:.4f} percent")
print("Other conductors with the same G, zero temperature, bias V:")
for name, other in (("34 channels of T=0.1", np.full(34, 0.1)),
                    ("3 of T=1 and 1 of T=0.4", np.array([1, 1, 1, 0.4]))):
    assert abs(other.sum() - sum_T) < 1e-12
    f_other = (other * (1 - other)).sum() / other.sum()
    print(f"  {name}: Fano {f_other:.5f}, "
          f"dG/G = {-100*f_other*ratio*log_term:.4f} percent")
print(f"Tunnel limit, R/R_K=0.001: golden rule loss {100*weak:.5f} percent, "
      f"first order {0.1*log_term:.5f} percent")
print(f"Tunnel limit, example R/R_K: golden rule loss {100*all_orders:.4f} "
      f"percent, first order {100*ratio*log_term:.4f} percent")
print("no test failed")
```

Printed output:

```
Exact many-body model: charge correction / coupling^2 (units of e)
  T=(0.5,): exact -0.251119, derived -0.251120
  T=(0.2,): exact -0.160716, derived -0.160717
  T=(0.2, 0.7): exact -0.323780, derived -0.323782
  T=(1.0, 0.5): exact -0.218770, derived -0.218772
  T=(1.0, 1.0): exact -0.000000, derived 0.000000
Driven lead: dc energy shift 2.000000, mean phase rate 2 (drive units)
R_K = 25812.807 ohm
Inputs: R_env = 500 ohm, C = 1.0 fF, V = 100 uV, temperature = 0.1 K
Sum of T, both spins = 3.4000
Sum of T(1-T), both spins = 0.8300
Fano factor = 0.24412
G without blockade = 131.718 uS
Loaded resistance R = 469.105 ohm
R/R_K = 0.018173
tau = 0.46911 ps
hbar/tau = 1.4031 meV
u = eV tau/hbar = 0.071270
Logarithm: closed form 5.287636, time integral 5.287636
  channel T=0.95, both spins: dG = -0.3537 uS
  channel T=0.60, both spins: dG = -1.7869 uS
  channel T=0.15, both spins: dG = -0.9493 uS
Total dG at zero temperature = -3.0899 uS
Relative change dG/G = -2.3458 percent
At 0.1 K and bias V: integral by time 5.342718, by frequency 5.342718
  dG/G = -2.3703 percent
At 0.1 K and zero bias: integral by time 9.664284, by frequency 9.664284
  dG/G = -4.2875 percent
Other conductors with the same G, zero temperature, bias V:
  34 channels of T=0.1: Fano 0.90000, dG/G = -8.6485 percent
  3 of T=1 and 1 of T=0.4: Fano 0.07059, dG/G = -0.6783 percent
Tunnel limit, R/R_K=0.001: golden rule loss 0.52768 percent, first order 0.52876 percent
Tunnel limit, example R/R_K: golden rule loss 9.2570 percent, first order 9.6094 percent
no test failed
```
